The Bloch-Grüneisen temperature of a dense silicon inversion layer

**Question.** An inversion layer on a (001) silicon surface holds 10¹³ electrons per square centimetre in the twofold valleys, and sound travels at 9 km/s. What is its Bloch-Grüneisen temperature, how does that temperature scale with density, valley number and sound speed, and how strongly does acoustic-phonon scattering change there?

**Answer.** The Bloch-Grüneisen temperature compares the thermal energy with the energy of the acoustic phonon that turns an electron straight back across the Fermi circle. It is defined by

k_B T_BG = 2ħv k_F,

where v is the longitudinal sound speed and k_F the Fermi wavevector. Well above T_BG, every phonon that can deflect an electron is thermally abundant. Well below it, the phonons needed for large deflections are frozen out. The estimate needs k_F, and k_F follows from counting states.

**The Fermi circle**

Assume first that all electrons occupy the lowest subband of the two valleys whose long axes are normal to the surface. Their motion in the plane has the isotropic transverse mass m_t, so the occupied states fill a circle in each valley. Wavevectors are measured from the valley centre.

In a square of side L with periodic boundaries, each allowed wavevector takes an area (2π/L)². With spin factor g_s and valley factor g_v, the number of electrons is

nL² = g_s g_v πk_F²/(2π/L)² = g_s g_v L²k_F²/(4π).

Hence

k_F = √[4πn/(g_s g_v)].

Here g_s = g_v = 2, which gives k_F = √(πn). The mass has dropped out: it sets the energy of the Fermi circle, not its radius. Therefore

T_BG = (2ħv/k_B) √(πn).

**The number**

The density is 10¹³ cm⁻² = 0.1 nm⁻², so

k_F = √(π × 0.1 nm⁻²) = 0.5605 nm⁻¹, 2k_F = 1.121 nm⁻¹.

For v = 9 km/s, ħv = 5.924 meV nm. The backscattering phonon has energy

2ħv k_F = 5.924 × 1.121 meV = 6.64 meV.

Dividing by k_B = 0.08617 meV/K gives

T_BG = 77 K.

This is close to the temperature of liquid nitrogen. Around this value,

T_BG ≈ 77 K × (v/9 km s⁻¹) × (n/10¹³ cm⁻²)^½ × (2/g_v)^½.

At fixed v and g_v, a tenfold smaller density lowers T_BG by a factor of √10, or about 3.2. At fixed density, placing all the electrons in one valley would enlarge the circle and raise T_BG to 109 K. That would take a large valley splitting. With m_t = 0.19 m₀, the Fermi energy is

E_F = ħ²k_F²/(2m_t) = 63 meV.

A single valley holding the same density would have twice this Fermi energy, so the other valley would stay empty at low temperature only if it were raised by at least 126 meV. A splitting of a few meV leaves the factor of two in place.

**Why 2k_F is the largest wavevector**

If the phonon energy is neglected, an electron stays on the Fermi circle. Deflection through an angle θ requires

q² = 2k_F²(1 − cos θ) = 4k_F² sin²(θ/2),

which is largest at θ = π. To include the phonon energy, let an electron with wavevector k_F absorb a phonon q at angle φ to its motion. Energy conservation reads

ħ²(2k_F q cos φ + q²)/(2m_t) = ħvq.

Division by ħ²q/(2m_t) gives

q = q₀ − 2k_F cos φ, q₀ = 2m_t v/ħ.

The maximum, at cos φ = −1, is 2k_F + q₀. For emission the momentum change is −q and the energy change −ħvq, so q = 2k_F cos φ − q₀, with maximum 2k_F − q₀. Here q₀ = 0.0295 nm⁻¹, which is 2.6% of 2k_F. The limit is therefore displaced by about 2 K, up for absorption and down for emission. The displacement is small because sound is much slower than an electron at the Fermi energy.

**How the scattering rate feels this scale**

The definition does not say how much the scattering rate changes at T_BG. To find out, let the electrons drift with a small velocity u, described by a Fermi function of E_k − ħk·u, and let the phonons stay in equilibrium. This displaced distribution is the lowest-order variational solution of the Boltzmann equation.

Consider absorption from k to k′ = k + q and the reverse emission. With N the phonon occupation and f the electron occupation, the net rate is proportional to

N f(1 − f′) − (N + 1) f′(1 − f).

For the displaced distribution, f/(1 − f) = exp[−(E − ħk·u − μ)/k_BT]. Also (N + 1)/N = exp(ħω/k_BT), and energy conservation sets E′ − E = ħω. The net rate becomes

N f(1 − f′)[1 − exp(ħq·u/k_BT)] ≈ −N f(1 − f′) ħq·u/k_BT.

Each net event adds momentum ħq to the electrons. The drag is thus proportional to q(q·u), whose average over directions in the plane is q²u/2. The momentum relaxation rate is therefore a sum over allowed processes of

(1/T) q² |M_q|² N f(1 − f′),

with M_q the electron-phonon matrix element and the occupations now those of equilibrium.

The next step is the integral over electron energy. In equilibrium f′(1 − f) = exp(−ħω/k_BT) f(1 − f′), so

f − f′ = f(1 − f′) − f′(1 − f) = f(1 − f′)[1 − exp(−ħω/k_BT)].

The integral of f(E) − f(E + ħω) over energy is ħω, because the two curves are the same step displaced by ħω and, at T_BG and below, the band bottom lies at least 9 k_BT below E_F. Thus

∫ f(E)[1 − f(E + ħω)] dE = ħω/[1 − exp(−ħω/k_BT)] = ħω(N + 1).

The temperature-dependent factor is (1/T)ħωN(N + 1). In equipartition, N and N + 1 are both replaced by k_BT/ħω, and the factor becomes k_B²T/ħω. The ratio of the two is

N(N + 1)(ħω/k_BT)² = (y/sinh y)², y = ħω/(2k_BT),

since N(N + 1) = 1/(4 sinh² y).

For deformation-potential coupling the energy shift is proportional to strain. Strain brings a factor q² into |M_q|², and the squared phonon amplitude brings 1/ω, so |M_q|² ∝ q. The equipartition weight q²|M_q|²/ω is then proportional to q², hence to 1 − cos θ. Final states on the circle are spread evenly in θ. For phonons confined to the plane the rate is therefore

1/τ = C T R(T),

R = (1/π) ∫₀^π (1 − cos θ)(y/sinh y)² dθ, y = (T_BG/2T) sin(θ/2),

where C does not depend on temperature. The prefactor 1/π makes R = 1 in equipartition.

This form puts the electrons on the Fermi circle before and after scattering. Numerical integration over electron energy and phonon wavevector, with the phonon energy kept in the conservation law, changes R by −0.1% at T_BG/4 and −0.2% at T_BG.

At 300 K the band bottom is only 2.4 k_BT below E_F, so electrons are no longer close to one circle. The linear law survives: in equipartition the mean of q² at energy E is proportional to E, and ∫ (−∂f/∂E) E dE = ∫ f dE is fixed by the density. Only the small departure 1 − R is less exact there: for in-plane phonons, keeping all electron energies gives R = 0.994 at 300 K, against 0.996 from the fixed circle.

**The two limits**

At high temperature y is small and (y/sinh y)² ≈ 1 − y²/3. The weighted mean of sin²(θ/2) is

(1/π) ∫₀^π 2 sin⁴(θ/2) dθ = 3/4.

Therefore

R ≈ 1 − (1/3)(1/4)(3/4)(T_BG/T)² = 1 − (T_BG/T)²/16.

The small coefficient matters: even at T = T_BG this expression loses only about 6%.

At low temperature only small angles contribute. Then 1 − cos θ ≈ θ²/2 and θ = 4Ty/T_BG, so

R ≈ (1/2π)(4T/T_BG)³ ∫₀^∞ y⁴/sinh² y dy.

Expanding 1/sinh² y = 4Σ m exp(−2my), with m = 1, 2, 3, …, and integrating term by term gives 3Σ m⁻⁴ = π⁴/30. Hence

R ≈ (16π³/15)(T/T_BG)³, 1/τ ∝ T⁴.

Three of the four powers come from R: one from the shrinking range of angles and two from the weak effect of each small deflection on momentum. The fourth is the factor T in front.

Numerical quadrature of the full integral gives, for in-plane phonons:

- at 300 K, R = 0.996;
- at 77 K, R = 0.94;
- at 40 K, R = 0.80;
- at 20 K, R = 0.45;
- at 10 K, R = 0.094.

R falls to one half at 22 K, or 0.28 T_BG. The Bloch-Grüneisen temperature thus marks the upper end of a broad crossover. At 10 K the limiting law gives 33.1 × (10/77.06)³ = 0.072, still below the full value, so the T⁴ regime has not been reached even there.

With density, subband and coupling held fixed, cooling from 300 K to T_BG multiplies the rate by

(77.06 × 0.940)/(300 × 0.996) = 0.24,

against 0.26 for a strictly linear law. Cooling to 20 K multiplies it by 0.030, against 0.067 for the linear law.

These values assume that all electrons share one drift velocity, as they do when collisions among them are fast. If acoustic phonons alone set the distribution, the drift depends on energy and the in-plane rate is lower: by about a quarter at both 20 K and 10 K, but by well under 1% at T_BG. The temperature at which the rate is half its linear-law value then rises by a few kelvin.

**Phonons that also move normal to the layer**

Electrons are confined near the interface, but the phonons of the silicon crystal are not. A bulk phonon has a normal wavevector q_z as well as the in-plane q, and its energy is ħv√(q² + q_z²). Confinement relaxes momentum conservation along the normal. The coupling acquires the factor |I(q_z)|², where

I(q_z) = ∫ |ψ(z)|² exp(iq_z z) dz

and ψ is the subband wavefunction. In equipartition the strain factor again cancels the phonon-energy factors, so the weight is (1 − cos θ)|I(q_z)|².

The wavefunction comes from a self-consistent solution of the Schrödinger and Poisson equations by finite differences. The layer has a hard wall at the oxide, masses 0.19 m₀ and 0.92 m₀, silicon permittivity 11.7ε₀ and a depletion charge of 10¹² cm⁻². The last is represented by its nearly uniform field across the layer. At T_BG the ground subband lies at a mean depth of 1.28 nm, and the weight |I|² gives a root-mean-square q_z of 1.35 nm⁻¹. This exceeds 2k_F, so the normal motion cannot be treated as a small correction. Averaged with the same weight, the phonon that reverses an electron has an energy equivalent to 112 K.

The high-temperature expansion shows the effect directly. The mean of q² is 4k_F² × 3/4 = 3k_F² = 0.94 nm⁻², while the mean of q_z² is 1.82 nm⁻². The reduction is

1 − R ≈ (ħv/k_BT)²(3k_F² + ⟨q_z²⟩)/12.

At 300 K, where k_BT = 25.85 meV, the fixed-circle form with the subband wavefunction found at T_BG gives (5.924/25.85)² × 2.76/12 = 0.012. The normal motion supplies about two thirds of it.

With bulk phonons and a common drift velocity, numerical quadrature gives R = 0.85 at T_BG and 0.24 at 20 K, and R reaches one half at 32 K. An energy-dependent drift would lower the 20 K value to a little below 0.2 and raise the half-rate temperature by a few kelvin. At very low temperature q and q_z are both limited to about k_BT/ħv, and I tends to 1. The additional range of q_z supplies one more power of T, so 1/τ ∝ T⁵. The definition of T_BG is unchanged, but the crossover in the rate moves up. This estimate uses one isotropic sound speed, takes the deformation potential to be the same for all phonon directions, and ignores reflection of phonons at the oxide.

**Screening**

The electrons also screen the deformation potential. Let a static in-plane potential energy U_ext act on the layer. The density responds by −DU, where U is the total potential energy and D = g_s g_v m_t/(2πħ²) is the density of states. A charge sheet between silicon and oxide contributes e²δn/(2ε̄q), with ε̄ the mean permittivity. Thus

U = U_ext − e²DU/(2ε̄q), so U = U_ext q/(q + q_s), q_s = e²D/(2ε̄).

With permittivities 11.7ε₀ and 3.9ε₀, q_s = 1.84 nm⁻¹. For q much smaller than q_s the squared coupling gains a factor q², so the in-plane law changes from T⁴ to T⁶. The temperature at which R is one half moves only from 22 to 23 K, if the screened rate is compared with its own equipartition value. Screening lowers the whole rate, but it shifts this crossover little, because small q already carried little weight. The calculation treats the layer as a thin sheet and uses the long-wavelength response up to 2k_F.

**Are the electrons really in one subband?**

The estimate of k_F relied on this. In the same Schrödinger-Poisson calculation at T_BG, about 93% of the electrons are in the ground twofold subband, 6% are in the fourfold valleys, and the rest are in higher twofold subbands. Refining the mesh from 0.10 to 0.05 nm changes the ground share by about 0.01 percentage points.

The 6% can be traced. The lowest fourfold level lies 71.5 meV above the ground level, and the Fermi level lies 58.3 meV above it. The gap from Fermi level to fourfold level is thus 13.2 meV, or 2.0 k_BT. The fourfold valleys have a density of states larger by

4√(0.19 × 0.92)/(2 × 0.19) = 4.4.

Their population relative to the ground subband is then

4.4 × 6.64 meV × ln(1 + e^(−2.0))/58.3 meV ≈ 0.06.

The large density of states makes this thermal tail visible. For the electrons that remain in the ground subband, k_F falls as the square root of their share, and

T_BG = 77 K × √0.93 = 74 K.

At 300 K the ground share falls to 69%, with 25% in the fourfold valleys. The one-subband rate at room temperature is therefore a reference curve, not a complete model of the channel. It also omits scattering between valleys and subbands.

**Beside a real transistor**

A density of 10¹³ cm⁻² belongs to strong inversion, towards the upper end of ordinary transistor operation. With the depletion charge included, the field in a silicon dioxide gate insulator is e × 1.1 × 10¹³ cm⁻²/(3.9ε₀), about 5 MV/cm. That is high, though below the rough 10 MV/cm at which good oxides break down.

The sound speed of 9 km/s is a rough longitudinal value. Silicon is elastically anisotropic: speeds of 8.4 and 9.1 km/s would give 72 and 78 K. Shear waves whose wavevector is tilted out of the plane also couple to these valleys, because the valley energy responds differently to strain along and across its axis. With a rough shear speed of 5.5 km/s, 2ħvk_F/k_B is 47 K. If the shear speed were the same in all directions, any tilt would raise the phonon energy above this in-plane value. In silicon the speed depends on direction, so a tilt can first lower the energy before a larger tilt raises it. For an in-plane wavevector along ⟨100⟩ the drop is about 1% at a tilt of 10° and reaches about 3% near 25°; along ⟨110⟩ it stays well below 1%. A real layer therefore has several overlapping crossovers.

The linear phonon law is adequate here. For a simple chain with period d = a/2 and lattice constant a = 0.543 nm, the frequency is proportional to sin(qd/2). Relative to the linear law it is lower by the fraction 1 − (sin x)/x, with x = qd/2. At q = 2k_F, x = 0.152 and the reduction is 0.4%.

The layer model leaves out exchange, correlation, the image charge and penetration into the oxide, so the subband shares are estimates. A channel on another crystal face can have elliptical Fermi lines, for which a single k_F no longer describes all directions. In a real channel at this density, roughness of the oxide interface also limits the mobility strongly, especially when cold. The measured total mobility therefore need not show the acoustic crossover clearly, even though the phonon part follows it.

For the stated one-subband layer the answer is 77 K. With the depletion charge of 10¹² cm⁻² used here, subband spill lowers it by about 3 K when the layer is at T_BG, and by less when it is colder. A weaker depletion field brings the subbands closer together: for 10¹¹ cm⁻² the ground share at T_BG is about 85% and the lowering about 6 K. The choice between the two longitudinal speeds matters by about 6 K. The kinematic scale is therefore between about 70 and 80 K for the depletion charge used here, and a few kelvin lower on a lightly doped substrate, while the acoustic rate falls to half its linear-law value only at roughly 20 to 40 K, depending on how the phonons and the electron distribution are modelled.
